# Keldysh screening length of a monolayer with a step-like absorption edge: verification in Python

```python
"""
Result under test: a sheet with real conductivity sigma0 = e^2/(4 hbar) above a
gap Eg, and none below, has static screening eps(q) = 1 + r0*q in vacuum, where
r0 = chi(0)/2 = e^2/(4 pi eps0 Eg).
chi : sheet susceptibility (a length), P = eps0*chi*E
q   : in-plane wavenumber;  d : thickness of a finite slab
COULOMB = e^2/(4 pi eps0) in eV nm. Energies are in eV and lengths in nm.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9
HBAR2_OVER_M = sc.hbar**2 / sc.m_e / sc.e * 1e18
SIGMA0 = sc.e**2 / (4 * sc.hbar)
GAP = 2.0
DEGENERACY = 4


def close(a, b, rel):
    assert abs(a - b) <= rel * abs(b), (a, b, rel)


def chi_kk(relative_sigma, low, high=np.inf, photon=0.0):
    """Kramers-Kronig integral for chi in nm; photon must lie below low."""
    integral = quad(lambda x: relative_sigma(x) / (x*x - photon**2),
                    low, high, epsabs=1e-12, epsrel=1e-10, limit=300)[0]
    return 2 * SIGMA0 / (np.pi * sc.epsilon_0) * integral * sc.hbar / sc.e * 1e9


# Step model: quadrature against the closed result.
chi0 = chi_kk(lambda x: 1.0, GAP)
r0 = chi0 / 2
close(r0, COULOMB / GAP, 1e-8)
assert round(10 * r0, 1) == 7.2


# Closed dynamic response: sub-gap values and recovered absorption.
def chi_closed(z):
    return COULOMB / z * (np.log(GAP + z) - np.log(GAP - z))


for energy in (0.3, 1.0, 1.7):
    close(chi_kk(lambda x: 1.0, GAP, photon=energy), chi_closed(energy), 1e-7)
for energy, expected in ((1.2, 0.0), (2.5, 1.0), (7.0, 1.0)):
    chi_complex = chi_closed(energy + 1e-9j)
    sigma_back = (sc.epsilon_0 * energy * sc.e / sc.hbar
                  * chi_complex.imag * 1e-9 / SIGMA0)
    assert abs(sigma_back - expected) < 1e-6
dynamic_ratio = chi_closed(1.0) / chi0


# Microscopic Dirac sheet; hbar times velocity is set to one.
def dirac_states(kx, ky, half_gap):
    kx, ky = np.broadcast_arrays(kx, ky)
    h = np.zeros(kx.shape + (2, 2), complex)
    h[..., 0, 0] = half_gap
    h[..., 1, 1] = -half_gap
    h[..., 0, 1] = kx - 1j * ky
    h[..., 1, 0] = kx + 1j * ky
    return np.linalg.eigh(h)


def kubo_relative_sigma(photon, half_gap):
    def momentum(energy):
        def mismatch(k):
            levels = dirac_states(k, 0.0, half_gap)[0]
            return levels[1] - levels[0] - energy
        return brentq(mismatch, 0, energy, xtol=1e-13)
    step = 1e-4
    k = momentum(photon)
    k_dk_de = (momentum(photon + step)**2
               - momentum(photon - step)**2) / (4 * step)
    angle = 2 * np.pi * np.arange(64) / 64
    states = dirac_states(k*np.cos(angle), k*np.sin(angle), half_gap)[1]
    velocity = np.array([[0, 1], [1, 0]])
    element = np.einsum('ni,ij,nj->n', states[:, :, 1].conj(),
                        velocity, states[:, :, 0])
    area_sum = np.mean(abs(element)**2) * k_dk_de / (2 * np.pi)
    return 4 * np.pi * DEGENERACY / photon * area_sum


sigma_massless = kubo_relative_sigma(3.0, 0.0)
close(sigma_massless, 1.0, 1e-6)
for energy in (2.2, 3.0, 6.0):
    close(kubo_relative_sigma(energy, GAP/2), 1 + (GAP/energy)**2, 1e-6)


def dirac_static_length(q, points):
    """Screening length from the static density response, without KK."""
    x, w = np.polynomial.legendre.leggauss(points)
    x, w = (x + 1) / 2, w / 2
    k = x / (1 - x)
    weight = w * k / (1 - x)**2
    angle = 2 * np.pi * np.arange(32) / 32
    kx = k[:, None] * np.cos(angle)
    ky = k[:, None] * np.sin(angle)
    e1, u1 = dirac_states(kx - q/2, ky, GAP/2)
    e2, u2 = dirac_states(kx + q/2, ky, GAP/2)
    overlap = abs(np.sum(u2[..., :, 1].conj() * u1[..., :, 0], axis=-1))**2
    integrand = overlap / (e2[..., 1] - e1[..., 0])
    response = (2 * DEGENERACY / (2*np.pi)
                * np.sum(weight * integrand.mean(axis=1)))
    return 2 * np.pi * COULOMB * response / q**2


r_dirac = chi_kk(lambda x: 1 + (GAP/x)**2, GAP) / 2
r_dirac_sum = dirac_static_length(0.05, 120)
close(r_dirac_sum, r_dirac, 2e-3)
close(dirac_static_length(0.05, 60), r_dirac_sum, 1e-5)
close(r_dirac / r0, 4/3, 1e-7)


# Poisson equation through a slab with a test charge at its centre.
def slab_screening(q, d, eps_top=1.0, eps_bottom=1.0):
    kappa2 = q*q * (1 + chi0/d)

    def centre_slope(eps_out):
        result = solve_ivp(lambda s, y: kappa2 - y*y, (0, d/2),
                           [eps_out*q], rtol=1e-9, atol=1e-11)
        assert result.success
        return result.y[0, -1]
    return (centre_slope(eps_top) + centre_slope(eps_bottom)) / (2*q)


OXIDE = 3.9
for q in (0.2, 1/r0, 3.0):
    close(slab_screening(q, 1e-4), 1 + r0*q, 1e-3)
    close(slab_screening(q, 1e-4, 1.0, OXIDE),
          (1 + OXIDE)/2 + r0*q, 1e-3)

THICKNESS = 0.65


def slab_closed(q, d):
    ratio = np.sqrt(1 + chi0/d)
    t = np.tanh(ratio * q * d / 2)
    return ratio * (1 + ratio*t) / (ratio + t)


for q in (0.2, 1/r0):
    close(slab_screening(q, THICKNESS), slab_closed(q, THICKNESS), 1e-6)


# Real-space interaction: smooth integral against the Bessel transform.
def interaction(r):
    return COULOMB * quad(lambda s: np.exp(-s)/np.sqrt(r*r + (s*r0)**2),
                          0, np.inf, epsabs=1e-11)[0]


for r in (r0, 3.0):
    bessel = mp.quadosc(lambda q: mp.besselj(0, q*r)/(1 + r0*q),
                       [0, mp.inf], omega=r)
    close(interaction(r), COULOMB * float(bessel), 1e-5)

# Spectral changes left out of the step model.
CUTOFF = 10.0
r_cutoff = chi_kk(lambda x: 1.0, GAP, CUTOFF) / 2
close(r_cutoff / r0, 1 - GAP/CUTOFF, 1e-7)
BINDING = 0.5
line_energy, line_width = GAP - BINDING, 0.01


def exciton_line(x):
    return (BINDING / (line_width*np.sqrt(2*np.pi))
            * np.exp(-(x - line_energy)**2/(2*line_width**2)))


r_exciton = (chi_kk(exciton_line, line_energy - 8*line_width,
                    line_energy + 8*line_width)
             + chi_kk(lambda x: 1.0, GAP + BINDING)) / 2
close(r_exciton, COULOMB*(BINDING/line_energy**2 + 1/(GAP+BINDING)), 1e-3)

# Free carriers in a parabolic band at room temperature.
MASS, TEMPERATURE, DENSITY_CM2 = 0.5, 300.0, 1e12
thermal = sc.k * TEMPERATURE / sc.e
dos = DEGENERACY * MASS / (2*np.pi*HBAR2_OVER_M)
density = DENSITY_CM2 * 1e-14
mu = thermal * np.log(np.expm1(density/(dos*thermal)))


def carrier_density(level):
    return dos * quad(lambda e: 1/(np.exp((e-level)/thermal) + 1),
                      0, 40*thermal, epsabs=1e-13, epsrel=1e-11)[0]


close(carrier_density(mu), density, 1e-7)
step = 1e-4
compressibility = (carrier_density(mu+step)-carrier_density(mu-step))/(2*step)
close(compressibility, dos*(-np.expm1(-density/(dos*thermal))), 1e-5)
q_carrier = 2*np.pi*COULOMB*compressibility
Q_LONG = 0.2
thermal_wavenumber = np.sqrt(2*MASS*thermal/HBAR2_OVER_M)
needed = r0*Q_LONG**2/(2*np.pi*COULOMB)
equal_density = -dos*thermal*np.log1p(-needed/dos)
mu_equal = thermal*np.log(np.expm1(equal_density/(dos*thermal)))
slope_equal = (carrier_density(mu_equal+step)
               - carrier_density(mu_equal-step))/(2*step)
close(2*np.pi*COULOMB*slope_equal/Q_LONG, r0*Q_LONG, 1e-4)

ROUGH_MOS2_LENGTH = 4.0
# A uniform plateau scaled by this factor must reproduce the rough length.
needed_sigma = ROUGH_MOS2_LENGTH / r0
close(chi_kk(lambda x: needed_sigma, GAP)/2, ROUGH_MOS2_LENGTH, 1e-8)

print(f"Input gap: {GAP:.2f} eV")
print(f"e^2/(4 pi eps0): {COULOMB:.5f} eV nm")
print(f"Universal sheet conductivity: {SIGMA0*1e6:.3f} microsiemens")
print(f"Massless Dirac Kubo sigma/sigma0: {sigma_massless:.6f}")
print(f"Static sheet susceptibility chi(0): {chi0:.4f} nm")
print(f"Keldysh length r0: {r0:.4f} nm = {10*r0:.3f} angstrom")
print(f"chi(1 eV)/chi(0): {dynamic_ratio:.4f}")
print(f"Crossover wavenumber 1/r0: {1/r0:.4f} nm^-1")
for r in (r0, 3.0):
    print(f"Interaction at {r:.3f} nm: {interaction(r):.4f} eV")
    print(f"  bare Coulomb: {COULOMB/r:.4f} eV")
    print(f"  screened/bare: {interaction(r)*r/COULOMB:.4f}")
print(f"Chosen spectral cutoff: {CUTOFF:.1f} eV")
print(f"r0 with cutoff: {r_cutoff:.4f} nm")
print(f"  change: {100*(r_cutoff/r0-1):.1f} percent")
print(f"Gapped Dirac length, Kramers-Kronig: {r_dirac:.4f} nm")
print(f"Gapped Dirac length, static sum: {r_dirac_sum:.4f} nm")
print(f"  change from step model: {100*(r_dirac/r0-1):.1f} percent")
print(f"Rough exciton binding: {BINDING:.1f} eV")
print(f"r0 with transferred exciton weight: {r_exciton:.4f} nm")
print(f"  change: {100*(r_exciton/r0-1):.1f} percent")
print(f"Rough monolayer thickness: {THICKNESS:.2f} nm")
print(f"Slab in-plane permittivity: {1+chi0/THICKNESS:.3f}")
for q in (Q_LONG, 1/r0):
    print(f"Thin-sheet eps at q={q:.3f} nm^-1: {1+r0*q:.4f}")
    print(f"  finite-slab eps: {slab_screening(q, THICKNESS):.4f}")
print(f"Rough oxide permittivity: {OXIDE:.1f}")
print(f"Mean surrounding permittivity: {(1+OXIDE)/2:.2f}")
print(f"Crossover length on oxide: {2*r0/(1+OXIDE):.4f} nm")
print(f"Rough carrier mass: {MASS:.1f} electron masses")
print(f"Temperature: {TEMPERATURE:.0f} K")
print(f"Thermal energy: {thermal:.5f} eV")
print(f"Carrier density: {DENSITY_CM2:.1e} cm^-2")
print(f"Carrier screening wavenumber: {q_carrier:.3f} nm^-1")
print(f"Thermal wavenumber: {thermal_wavenumber:.3f} nm^-1")
print(f"Carrier term in eps at q=0.2 nm^-1: {q_carrier/Q_LONG:.2f}")
print(f"Bound-electron term r0*q there: {r0*Q_LONG:.4f}")
print(f"Density making those terms equal: {equal_density*1e14:.2e} cm^-2")
print(f"Rough MoS2 screening length: {ROUGH_MOS2_LENGTH:.0f} nm")
print(f"Mean sigma/sigma0 it would require: {needed_sigma:.1f}")
print("finished without a failed check")
```

Running it gives:

```
Input gap: 2.00 eV
e^2/(4 pi eps0): 1.43996 eV nm
Universal sheet conductivity: 60.853 microsiemens
Massless Dirac Kubo sigma/sigma0: 1.000000
Static sheet susceptibility chi(0): 1.4400 nm
Keldysh length r0: 0.7200 nm = 7.200 angstrom
chi(1 eV)/chi(0): 1.0986
Crossover wavenumber 1/r0: 1.3889 nm^-1
Interaction at 0.720 nm: 1.5092 eV
  bare Coulomb: 2.0000 eV
  screened/bare: 0.7546
Interaction at 3.000 nm: 0.4596 eV
  bare Coulomb: 0.4800 eV
  screened/bare: 0.9576
Chosen spectral cutoff: 10.0 eV
r0 with cutoff: 0.5760 nm
  change: -20.0 percent
Gapped Dirac length, Kramers-Kronig: 0.9600 nm
Gapped Dirac length, static sum: 0.9597 nm
  change from step model: 33.3 percent
Rough exciton binding: 0.5 eV
r0 with transferred exciton weight: 0.8960 nm
  change: 24.5 percent
Rough monolayer thickness: 0.65 nm
Slab in-plane permittivity: 3.215
Thin-sheet eps at q=0.200 nm^-1: 1.1440
  finite-slab eps: 1.1346
Thin-sheet eps at q=1.389 nm^-1: 2.0000
  finite-slab eps: 1.6021
Rough oxide permittivity: 3.9
Mean surrounding permittivity: 2.45
Crossover length on oxide: 0.2939 nm
Rough carrier mass: 0.5 electron masses
Temperature: 300 K
Thermal energy: 0.02585 eV
Carrier density: 1.0e+12 cm^-2
Carrier screening wavenumber: 3.343 nm^-1
Thermal wavenumber: 0.582 nm^-1
Carrier term in eps at q=0.2 nm^-1: 16.71
Bound-electron term r0*q there: 0.1440
Density making those terms equal: 8.23e+09 cm^-2
Rough MoS2 screening length: 4 nm
Mean sigma/sigma0 it would require: 5.6
finished without a failed check
```
